# Gate-source capacitance of a saturated thin-film transistor with power-law mobility: verification in Python

```python
# Result under test: in a saturated thin-film transistor whose mobility is
# proportional to (local overdrive)**gamma, the intrinsic gate-source
# capacitance is (gamma+2)/(gamma+3) of the full insulator capacitance.
# Symbols: u = local overdrive (gate minus threshold minus channel potential),
# us, ud = its values at source and drain, r = ud/us, n = gamma + 2,
# s = distance from the drain divided by the channel length.
# Dimensionless tests use us = 1, channel length 1, mobility u**gamma.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.special import lambertw


def trapezoid(y, h):
    return h * (np.sum(y) - 0.5 * (y[0] + y[-1]))


def ladder(us, ud, n, cells=2000):
    """Solve a chain of nonlinear resistors; return u, current, charge."""
    s = np.linspace(0, 1, cells + 1)
    u = (ud**5 + (us**5 - ud**5) * s) ** 0.2   # starting guess only
    u[0], u[-1] = ud, us
    for _ in range(100):
        mid = 0.5 * (u[1:] + u[:-1])
        du = np.diff(u)
        flux = mid ** (n - 1) * du
        common = 0.5 * (n - 1) * mid ** (n - 2) * du
        d_up = common + mid ** (n - 1)
        d_low = common - mid ** (n - 1)
        band = np.zeros((3, cells - 1))
        band[0, 1:] = d_up[1:-1]
        band[1] = d_low[1:] - d_up[:-1]
        band[2, :-1] = -d_low[1:-1]
        step = solve_banded((1, 1), band, np.diff(flux))
        u[1:-1] = np.maximum(u[1:-1] - step, 0.2 * u[1:-1])
        if np.max(np.abs(step)) < 1e-9:
            break
    else:
        raise RuntimeError("ladder did not converge")
    h = 1 / cells
    mid = 0.5 * (u[1:] + u[:-1])
    current = np.mean(mid ** (n - 1) * np.diff(u)) / h
    return u, current, trapezoid(u, h)


def cgs_formula(r, n):
    top = 1 - (n + 1) * r**n + n * r ** (n + 1)
    return n / (n + 1) * top / (1 - r**n) ** 2


def cgd_formula(r, n):
    top = r ** (n - 1) * (n - (n + 1) * r + r ** (n + 1))
    return n / (n + 1) * top / (1 - r**n) ** 2


def charge_by_quadrature(us, ud, n):
    top = quad(lambda u: u**n, ud, us, epsabs=1e-13, epsrel=1e-12)[0]
    low = quad(lambda u: u ** (n - 1), ud, us, epsabs=1e-13,
               epsrel=1e-12)[0]
    return top / low


# Ladder against the derived formulas, for several mobility exponents
d = 0.01
ladder_table = []
for gamma_test in (-0.5, 0.0, 0.8, 2.0):
    n = gamma_test + 2
    profile, current, charge = ladder(1.0, 0.0, n)
    cgs = (ladder(1 + d, 0, n)[2] - ladder(1 - d, 0, n)[2]) / (2 * d)
    assert abs(cgs - n / (n + 1)) < 2e-3
    assert abs(current * n - 1) < 4e-3
    assert abs(profile[1000] - 0.5 ** (1 / n)) < 2e-3
    mid = 0.5 * (profile[1:] + profile[:-1])
    speed = mid ** (n - 2) * np.diff(profile) * 2000
    transit = np.sum(1 / speed) / 2000
    assert abs(transit / (n**2 / (n + 1)) - 1) < 5e-3
    for r in (0.3, 0.6):
        gs = (ladder(1 + d, r, n)[2] - ladder(1 - d, r, n)[2]) / (2 * d)
        gd = (ladder(1, r + d, n)[2] - ladder(1, r - d, n)[2]) / (2 * d)
        assert abs(gs - cgs_formula(r, n)) < 2e-3
        assert abs(gd - cgd_formula(r, n)) < 2e-3
    ladder_table.append((gamma_test, cgs, n / (n + 1)))


# Gate-drain capacitance near pinch-off, and the limiting exponent -1
def cgd_quadrature(r, n):
    e = 0.05 * r
    return (charge_by_quadrature(1, r + e, n)
            - charge_by_quadrature(1, r - e, n)) / (2 * e)


for n in (1.5, 2.0, 2.8, 4.0):
    slope = np.log(cgd_quadrature(0.02, n) / cgd_quadrature(0.01, n))
    assert abs(slope / np.log(2) - (n - 1)) < 0.05
cgd_limit_case = cgd_quadrature(0.001, 1.0)
assert abs(cgd_limit_case - 0.5) < 1e-5
for n in (1.5, 2.8):
    e, r = 1e-3, 0.99
    gs_flat = (charge_by_quadrature(1 + e, r, n)
               - charge_by_quadrature(1 - e, r, n)) / (2 * e)
    assert abs(gs_flat - 0.5) < 5e-3
    assert abs(cgd_quadrature(0.9, n) - cgd_formula(0.9, n)) < 5e-3


# Worked example: rough values for a polymer transistor on silicon dioxide
q, kB, eps0 = const.e, const.k, const.epsilon_0
T, T0 = 300.0, 420.0
gamma = 2 * (T0 / T - 1)
n = gamma + 2
t_ins, W, L = 300e-9, 1000e-6, 20e-6
eps_ins, eps_semi = 3.9 * eps0, 3.0 * eps0
us, vds, mu_source = 20.0, 30.0, 0.01e-4
Ci = eps_ins / t_ins
C = Ci * W * L
fraction = n / (n + 1)
Cgs = fraction * C
current = W * Ci * mu_source * us**2 / (n * L)
charge = Cgs * us
tau = charge / current
t_unit = L**2 / (mu_source * us)
assert abs(tau / (t_unit * n**2 / (n + 1)) - 1) < 1e-10

# Exponent of the sheet conductance from Poisson's equation, integrated
# from deep in the film to the surface (potential in units of kB*T0/q)


def layer(z, y):
    return [y[1], np.exp(y[0]), np.exp(T0 / T * y[0])]


def first_surface(z, y):
    return y[0]


def second_surface(z, y):
    return y[0] - 4


second_surface.terminal = True
sol = solve_ivp(layer, (0, 1e5), [-14, np.sqrt(2) * np.exp(-7), 0],
                events=[first_surface, second_surface],
                rtol=1e-9, atol=1e-13)
one, two = sol.y_events[0][0], sol.y_events[1][0]
log_charge = np.log(two[1] / one[1])
gamma_layer = np.log(two[2] / one[2]) / log_charge - 1
assert abs(gamma_layer - gamma) < 2e-3
assert abs(log_charge / (two[0] - one[0]) - 0.5) < 1e-3


# Small-signal response with the source voltage modulated
def dynamic_fraction(omega_unit, cells=4000):
    s = np.linspace(0, 1, cells + 1)
    h = 1 / cells
    weight = np.zeros(cells + 1)
    weight[1:] = s[1:] ** (-(n - 1) / n)
    band = np.zeros((3, cells - 1), complex)
    band[0, 1:] = 1
    band[2, :-1] = 1
    band[1] = -2 - 1j * omega_unit * h**2 * weight[1:-1]
    rhs = np.zeros(cells - 1, complex)
    rhs[-1] = -1
    w = np.zeros(cells + 1, complex)
    w[-1] = 1
    w[1:-1] = solve_banded((1, 1), band, rhs)
    return trapezoid(w * weight, h)


slow = dynamic_fraction(1e-4)
assert abs(slow - fraction) < 1e-3
at_transit = dynamic_fraction(t_unit / tau)
at_tenth = dynamic_fraction(0.1 * t_unit / tau)

# Diffusion and finite layer depth: u = p + Vd*ln(p/Vd), p = charge/Ci
Vd = 2 * kB * T0 / q


def extended_charge(u_source, u_drain):
    ps = Vd * lambertw(np.exp(u_source / Vd)).real
    pd = Vd * lambertw(np.exp(u_drain / Vd)).real
    top = quad(lambda p: p**n + Vd * p ** (n - 1), pd, ps,
               epsrel=1e-11)[0]
    low = quad(lambda p: p ** (n - 1) + Vd * p ** (n - 2), pd, ps,
               epsrel=1e-11)[0]
    return top / low


e, ud = 0.05, us - vds
ext_gs = (extended_charge(us + e, ud)
          - extended_charge(us - e, ud)) / (2 * e)
ext_gd = (extended_charge(us, ud + e)
          - extended_charge(us, ud - e)) / (2 * e)
assert abs(ext_gs / fraction - (1 - Vd / us)) < 3e-4
assert abs(ext_gd) < 1e-6

# Mobility enhanced by the lateral field E: extra factor exp(beta*sqrt(E))


def field_charge(u_source, beta):
    def inverse_field(u, K):
        if u <= 0:
            return 0.0
        A = K * (us / u) ** (n - 1)
        root = 2 / beta * lambertw(0.5 * beta * np.sqrt(A)).real
        return 1 / root**2

    def excess_length(K):
        return quad(inverse_field, 0, u_source, args=(K,),
                    epsabs=0, epsrel=1e-9)[0] / L - 1

    K = brentq(excess_length, 1e3, 1e7, rtol=1e-12)
    return quad(lambda u: u * inverse_field(u, K), 0, u_source,
                epsabs=0, epsrel=1e-9)[0] / L


def field_fraction(beta):
    return (field_charge(us + 0.2, beta)
            - field_charge(us - 0.2, beta)) / 0.4


beta = 3e-4
assert abs(field_fraction(1e-7) - fraction) < 1e-4
with_field = field_fraction(beta)

# Source contact resistance (rough width-normalized value, ohm m)
contact_width = 1e5 * 1e-2
R = contact_width / W


def inner_overdrive(u_applied):
    return brentq(lambda u: u + R * current * (u / us) ** n - u_applied,
                  0, u_applied, xtol=1e-12)


u_in = inner_overdrive(us)
I_in = current * (u_in / us) ** n
with_contact = fraction * (inner_overdrive(us + e)
                           - inner_overdrive(us - e)) / (2 * e)
assert abs(with_contact / fraction
           - 1 / (1 + n * I_in * R / u_in)) < 1e-4

# Remaining neglected effects
overlap = 5e-6 / L
edge = t_ins * np.sqrt(n - 1) / n
edge_share = (edge / L) ** ((n + 1) / n)
share_check = quad(lambda s: s ** (1 / n), 0, edge / L)[0] / quad(
    lambda s: s ** (1 / n), 0, 1)[0]
assert abs(edge_share / share_check - 1) < 1e-5
sheet = Ci * us
depth = eps_semi * Vd / sheet
density = sheet**2 / (2 * eps_semi * kB * T0)
site_density = 1e27
field = us / t_ins
breakdown = 1e9
barrier, mass = 3.0 * q, 0.4 * const.m_e
tunnel_exponent = (4 * np.sqrt(2 * mass) * barrier**1.5
                   / (3 * q * const.hbar * field))


def fraction_at(temp):
    g = 2 * (T0 / temp - 1)
    return (g + 2) / (g + 3)


gamma_single = T0 / T - 1
single = (gamma_single + 2) / (gamma_single + 3)

for g, found, derived in ladder_table:
    print(f"gamma {g:4.1f}: Cgs/C ladder {found:.4f}, formula {derived:.4f}")
print(f"Cgd/C at pinch-off for gamma = -1: {cgd_limit_case:.4f}")
print(f"temperature T = {T:.0f} K, tail temperature T0 = {T0:.0f} K")
print(f"gamma = {gamma:.3f}, from Poisson integration {gamma_layer:.3f}")
print(f"insulator thickness = {t_ins*1e9:.0f} nm, "
      f"relative permittivity {eps_ins/eps0:.1f}")
print(f"W = {W*1e6:.0f} um, L = {L*1e6:.0f} um")
print(f"source overdrive = {us:.1f} V, drain-source = {vds:.1f} V")
print(f"mobility at source = {mu_source*1e4:.3f} cm2/Vs")
print(f"insulator capacitance per area = {Ci*1e5:.2f} nF/cm2")
print(f"full insulator capacitance C = {C*1e12:.3f} pF")
print(f"Cgs/C = {fraction:.4f}")
print(f"saturated intrinsic Cgs = {Cgs*1e12:.3f} pF")
print(f"overdrive at mid-channel = {us*0.5**(1/n):.2f} V")
print(f"saturation current = {current*1e6:.3f} uA")
print(f"channel charge = {charge*1e12:.2f} pC")
print(f"transit time = {tau*1e6:.1f} us")
print(f"transit frequency 1/(2 pi tau) = {1/(2*np.pi*tau)/1e3:.2f} kHz")
print(f"low-frequency Cgs/C from dynamics = {slow.real:.4f}")
print(f"real part of Cgs/C at transit frequency = {at_transit.real:.4f}")
print(f"imaginary part there = {at_transit.imag:.4f}")
print(f"real part at one tenth of it = {at_tenth.real:.4f}")
print(f"imaginary part at one tenth of it = {at_tenth.imag:.4f}")
print(f"source overlap (5 um) capacitance / C = {overlap:.3f}")
print(f"contact resistance = {R/1e6:.2f} Mohm "
      f"({contact_width*100:.0f} ohm cm)")
print(f"voltage lost at contact = {I_in*R:.3f} V")
print(f"static Cgs/C with contact resistance = {with_contact:.4f}")
print(f"field coefficient beta = {beta:.1e} (m/V)^0.5")
print(f"Cgs/C with field-enhanced mobility = {with_field:.4f}")
print(f"diffusion voltage 2 kB T0/q = {Vd*1e3:.1f} mV")
print(f"Cgs/C with diffusion and layer depth = {ext_gs:.4f}")
print(f"Cgd/C with them beyond pinch-off = {abs(ext_gd):.1e}")
print(f"gradual-channel failure length at drain = {edge*1e9:.0f} nm")
print(f"share of channel charge there = {edge_share*100:.3f} %")
print(f"insulator thickness / channel length = {t_ins/L:.4f}")
print(f"accumulation depth at source = {depth*1e9:.2f} nm "
      f"(film permittivity {eps_semi/eps0:.1f})")
print(f"peak carrier density = {density*1e-6:.2e} cm^-3")
print(f"filling of 1e21 cm^-3 sites = {density/site_density*100:.2f} %")
print(f"Cgs/C if charge sits in one layer = {single:.4f} "
      f"(gamma {gamma_single:.2f})")
print(f"Cgs/C at 250 K = {fraction_at(250):.4f}, "
      f"at 350 K = {fraction_at(350):.4f}")
print(f"insulator field at source = {field*1e-8:.3f} MV/cm")
print(f"fraction of rough breakdown field (10 MV/cm) = "
      f"{field/breakdown:.3f}")
print(f"tunnelling exponent (3 eV, 0.4 electron mass) = "
      f"{-tunnel_exponent:.0f}")
print("finished without a failed check")
```

Running it gives:

```
gamma -0.5: Cgs/C ladder 0.6000, formula 0.6000
gamma  0.0: Cgs/C ladder 0.6667, formula 0.6667
gamma  0.8: Cgs/C ladder 0.7369, formula 0.7368
gamma  2.0: Cgs/C ladder 0.8003, formula 0.8000
Cgd/C at pinch-off for gamma = -1: 0.5000
temperature T = 300 K, tail temperature T0 = 420 K
gamma = 0.800, from Poisson integration 0.800
insulator thickness = 300 nm, relative permittivity 3.9
W = 1000 um, L = 20 um
source overdrive = 20.0 V, drain-source = 30.0 V
mobility at source = 0.010 cm2/Vs
insulator capacitance per area = 11.51 nF/cm2
full insulator capacitance C = 2.302 pF
Cgs/C = 0.7368
saturated intrinsic Cgs = 1.696 pF
overdrive at mid-channel = 15.61 V
saturation current = 0.822 uA
channel charge = 33.93 pC
transit time = 41.3 us
transit frequency 1/(2 pi tau) = 3.86 kHz
low-frequency Cgs/C from dynamics = 0.7368
real part of Cgs/C at transit frequency = 0.7320
imaginary part there = -0.0554
real part at one tenth of it = 0.7368
imaginary part at one tenth of it = -0.0056
source overlap (5 um) capacitance / C = 0.250
contact resistance = 1.00 Mohm (100000 ohm cm)
voltage lost at contact = 0.740 V
static Cgs/C with contact resistance = 0.6653
field coefficient beta = 3.0e-04 (m/V)^0.5
Cgs/C with field-enhanced mobility = 0.7087
diffusion voltage 2 kB T0/q = 72.4 mV
Cgs/C with diffusion and layer depth = 0.7341
Cgd/C with them beyond pinch-off = 0.0e+00
gradual-channel failure length at drain = 144 nm
share of channel charge there = 0.123 %
insulator thickness / channel length = 0.0150
accumulation depth at source = 0.84 nm (film permittivity 3.0)
peak carrier density = 1.72e+19 cm^-3
filling of 1e21 cm^-3 sites = 1.72 %
Cgs/C if charge sits in one layer = 0.7059 (gamma 0.40)
Cgs/C at 250 K = 0.7706, at 350 K = 0.7059
insulator field at source = 0.667 MV/cm
fraction of rough breakdown field (10 MV/cm) = 0.067
tunnelling exponent (3 eV, 0.4 electron mass) = -337
finished without a failed check
```
